# Density-operator idempotency and McWeeny purification with an ultrasoft overlap operator

## The decision at stake

Suppose a calculation with ultrasoft pseudopotentials obtains its density operator $K$ by purification, that is, by repeated matrix products instead of by computing orbitals. Two choices must be made. Where does the overlap operator $S$ enter each product, and which trace should be compared with the electron number? The answers are

$$
KSK=K,\qquad \mathrm{Tr}(KS)=N,\qquad F(K)=3KSK-2KSKSK .
$$

The first two hold for the ground state of an insulator, and $F$ is the purification step. In the model crystal treated below, applying the familiar formula $3K^2-2K^3$ once to the correct $K$ changes the electron number from 2 to 2.25.

## Setting and conventions

Hartree atomic units are used. In a mean-field calculation with ultrasoft pseudopotentials the orbitals obey

$$
H|\psi_i\rangle=\varepsilon_i S|\psi_i\rangle,\qquad
S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j| ,
$$

where the $\beta_i$ are projectors localized on the atoms and the $q_{ij}$ are augmentation charges. $H$ and $S$ are Hermitian and are held fixed here. In a self-consistent calculation $H$ depends on $K$, and the argument applies at each update of $H$.

We assume that $S$ is positive definite. This is a condition on the pseudopotential: one normalized projector with coefficient $q$ gives $S$ the eigenvalue $1+q$, so $q>-1$ is required. If $S$ had a negative eigenvalue, some state would have a negative norm and the construction below would fail.

We work in a finite set of orthonormal plane waves, so that operators are matrices. In a crystal, $K$, $H$ and $S$ are block diagonal in the wave vector $k$. The relations hold in each block, and traces per cell are averages over $k$.

Because $S$ is positive, $S^{-1/2}$ exists and $S^{-1/2}HS^{-1/2}$ is Hermitian. It has a complete orthonormal set of eigenvectors $u_i$, and $\psi_i=S^{-1/2}u_i$ solves the original problem with

$$
\langle\psi_i|S|\psi_j\rangle=\delta_{ij},\qquad
\sum_i|\psi_i\rangle\langle\psi_i|=S^{-1/2}S^{-1/2}=S^{-1}.
$$

For one spin channel the density operator is

$$
K=\sum_i f_i|\psi_i\rangle\langle\psi_i| ,\qquad 0\le f_i\le1 .
$$

## The electron number

Since $\mathrm{Tr}(|\psi_i\rangle\langle\psi_i|S)=\langle\psi_i|S|\psi_i\rangle=1$,

$$
\mathrm{Tr}(KS)=\sum_i f_i=N .
$$

This holds for any occupations. Inserting the form of $S$ shows its physical content:

$$
N=\mathrm{Tr}\,K+\sum_{ij}q_{ij}\langle\beta_j|K|\beta_i\rangle .
$$

The first term is the charge of the smooth pseudo-orbitals. The second is the augmentation charge, which corrects the charge of the smooth orbitals near the atoms: a projector with $q>0$ adds charge, one with $q<0$ removes it. $\mathrm{Tr}\,K$ alone is therefore not the electron number in general.

## Idempotency

Multiply out $KSK$ and use S-orthonormality in the middle:

$$
KSK=\sum_{ij}f_if_j|\psi_i\rangle\langle\psi_i|S|\psi_j\rangle\langle\psi_j|
=\sum_i f_i^2|\psi_i\rangle\langle\psi_i| .
$$

Hence

$$
KSK-K=\sum_i(f_i^2-f_i)|\psi_i\rangle\langle\psi_i| .
$$

If every $f_i$ is 0 or 1, the right side vanishes. Conversely, if it vanishes, placing it between $\langle\psi_j|S$ and $S|\psi_j\rangle$ gives $f_j^2-f_j=0$. So $KSK=K$ if and only if all occupations are 0 or 1.

An insulator at zero temperature satisfies this, with the same number of filled bands at every $k$. The gap makes $K$ unique and independent of where in the gap the chemical potential $\mu$ lies. Idempotency itself comes from the integer occupations. A metal at zero temperature has it too, provided no level at the Fermi energy is fractionally filled, but its number of filled bands in general varies with $k$.

Multiplying $KSK=K$ by $S$ from the right gives $(KS)^2=KS$, so $KS$ is a projector. Its ordinary adjoint is $SK$, which generally differs from it. It is self-adjoint in the inner product $\langle a|S|b\rangle$, because $\langle KSa|S|b\rangle=\langle a|SKS|b\rangle=\langle a|S|KSb\rangle$.

In a collinear spin-polarized system, where $H$ and $S$ do not couple the two spin directions, each channel is purified separately. If the two spin channels are identical and are summed, the operator is $K_2=2K$, and $K_2SK_2=4KSK=4K=2K_2$. One must then purify $K_2/2$.

## What temperature does

With Fermi occupations $f=1/(e^{(\varepsilon-\mu)/kT}+1)$, differentiation at fixed $\varepsilon$ gives $\partial f/\partial\mu=f(1-f)/kT$. The loss of idempotency is therefore a response function:

$$
\mathrm{Tr}[(K-KSK)S]=\sum_i f_i(1-f_i)=kT\,\frac{\partial N}{\partial\mu} .
$$

Each term is smaller than $e^{-|\varepsilon_i-\mu|/kT}$, so with $\mu$ in the gap the loss is exponentially small when $kT$ is much less than the distance to the band edges.

## Carrying a polynomial into the S metric

An approximate $K$ need not be built from eigenstates of $H$. Let $K$ be any Hermitian operator and define

$$
P=S^{1/2}KS^{1/2} .
$$

$P$ is Hermitian, so it has real eigenvalues $f_i$ and orthonormal eigenvectors $v_i$. With $\phi_i=S^{-1/2}v_i$,

$$
K=S^{-1/2}PS^{-1/2}=\sum_i f_i|\phi_i\rangle\langle\phi_i| ,\qquad
\langle\phi_i|S|\phi_j\rangle=\delta_{ij} .
$$

From here on, $f_i$ means these eigenvalues, which may lie outside $[0,1]$. Powers of $P$ translate as

$$
S^{-1/2}P^2S^{-1/2}=KSK,\qquad S^{-1/2}P^3S^{-1/2}=KSKSK ,
$$

because each pair of adjacent factors $S^{1/2}S^{1/2}$ gives one $S$. This fixes where $S$ goes: one factor between each two neighbouring $K$'s and none at the ends.

## The cubic

We want a polynomial $p(f)$ that leaves 0 and 1 in place and removes small errors there to first order:

$$
p(0)=0,\quad p(1)=1,\quad p'(0)=0,\quad p'(1)=0 .
$$

Write $p=a_0+a_1f+a_2f^2+a_3f^3$. The conditions at 0 give $a_0=a_1=0$. Those at 1 give $a_2+a_3=1$ and $2a_2+3a_3=0$. Substituting $a_2=1-a_3$ into the second yields $2+a_3=0$, so $a_3=-2$ and $a_2=3$:

$$
p(f)=3f^2-2f^3 .
$$

No lower degree suffices, since the conditions determine all four coefficients and $a_3\ne0$. Applying $p$ to $P$ and translating back gives

$$
F(K)=3KSK-2KSKSK .
$$

## The same step from a minimization

Measure the idempotency error by

$$
\Omega=\mathrm{Tr}[(KSK-K)S(KSK-K)S]=\sum_i(f_i^2-f_i)^2 .
$$

With $X=KS$ this is $\Omega=\mathrm{Tr}(X^4-2X^3+X^2)$. Cyclic invariance of the trace gives $\delta\,\mathrm{Tr}X^n=n\,\mathrm{Tr}(X^{n-1}\delta X)$, and $\delta X=\delta K\,S$. Therefore

$$
\delta\Omega=\mathrm{Tr}[(4X^3-6X^2+2X)\,\delta K\,S]=\mathrm{Tr}(G\,\delta K),
$$

where moving the last $S$ to the front gives

$$
G=S(4X^3-6X^2+2X)=2S(K-3KSK+2KSKSK)S .
$$

A direction of steepest change requires a measure of length. The one that matches $\mathrm{Tr}(\delta P^2)$ is $\mathrm{Tr}(\delta K\,S\,\delta K\,S)$. In this metric the gradient is the operator $R$ for which $\mathrm{Tr}(RS\,\delta K\,S)=\mathrm{Tr}(G\,\delta K)$ for every $\delta K$. Hence $SRS=G$ and $R=S^{-1}GS^{-1}$.

Near $f=0$ or $f=1$, an error $\eta$ contributes about $\eta^2$ to $\Omega$, whose second derivative is 2. A Newton step for that error is the gradient divided by 2. Using this step length throughout,

$$
K-\tfrac12S^{-1}GS^{-1}=K-(K-3KSK+2KSKSK)=F(K) .
$$

The inverses of $S$ cancel, so the purification step itself needs none.

## Which errors are removed, and how fast

For an eigenvalue $\eta$ near 0, $p(\eta)=3\eta^2-2\eta^3$. Near 1,

$$
p(1-\eta)=3(1-2\eta+\eta^2)-2(1-3\eta+3\eta^2-\eta^3)=1-3\eta^2+2\eta^3 .
$$

A small error $\eta$ becomes about $3\eta^2$ at either end, so the final convergence is quadratic. The same calculation shows $p(1-f)=1-p(f)$.

To find which eigenvalues go where, put $f=\tfrac12+\delta$:

$$
p(\tfrac12+\delta)=\tfrac12+\tfrac32\delta-2\delta^3 .
$$

For $0<\delta<\sqrt3/2$ this exceeds $\tfrac12$. It does not exceed 1, because $1-p(f)=(1-f)^2(1+2f)\ge0$ there. Once $f$ lies between $\tfrac12$ and 1,

$$
p(f)-f=-f(1-3f+2f^2)=-f(1-f)(1-2f)>0 ,
$$

so the sequence rises. Its limit must be a fixed point above $\tfrac12$, which is 1. Thus eigenvalues in $(\tfrac12,\tfrac{1+\sqrt3}2)$ go to 1 and, by the symmetry, those in $(\tfrac{1-\sqrt3}2,\tfrac12)$ go to 0. The outer limits are about $1.366$ and $-0.366$. The value $\tfrac12$ stays where it is.

Summing $p(f)-f$ gives the change of electron number in one step:

$$
\Delta N=-\sum_i f_i(1-f_i)(1-2f_i) .
$$

It is generally not zero. Convergence is not automatic: an eigenvalue at $\tfrac12$ stays there, and for $|\delta|>\sqrt5/2$ one has $|\tfrac32-2\delta^2|>1$, so $|\delta|$ grows without bound. If every eigenvalue does converge to 0 or 1, the final $N$ is the number of eigenvalues that went to 1, an integer in each $k$ block but not necessarily the desired one.

## What purification cannot repair

Let $K$ be the ground-state operator and add a small Hermitian error $D$. To first order,

$$
\delta(KSK)=KSD+DSK,
$$

$$
\delta(KSKSK)=DSKSK+KSDSK+KSKSD=DSK+KSDSK+KSD,
$$

where $KSK=K$ was used in the last equality. Three times the first minus twice the second leaves

$$
\delta F=KSD+DSK-2KSDSK .
$$

Place this between $\langle\psi_i|S$ and $S|\psi_j\rangle$, and use $KS|\psi_j\rangle=f_j|\psi_j\rangle$. With $d_{ij}=\langle\psi_i|SDS|\psi_j\rangle$ the result is

$$
(f_i+f_j-2f_if_j)\,d_{ij} .
$$

The factor is 0 if both states are filled or both are empty, and 1 if one is filled and the other empty. Purification removes the first kinds of error and keeps the last. Filled–empty mixing rotates the occupied space, and a rotated space is as idempotent as the correct one.

The ground state must therefore satisfy a further condition, $HKS=SKH$. Taken between $\langle\psi_i|$ and $|\psi_j\rangle$, it reads $(\varepsilon_i-\varepsilon_j)\langle\psi_i|SKS|\psi_j\rangle=0$, so it forbids mixing between levels of different energy. Excited occupations satisfy it too, so the filled levels must also be the lowest ones.

## A start that leads to the ground state

Both requirements can be built into the starting operator. Take

$$
K_0=\tfrac12S^{-1}+\lambda(\mu S^{-1}-S^{-1}HS^{-1}) .
$$

From $H|\psi_i\rangle=\varepsilon_iS|\psi_i\rangle$ and completeness, $S^{-1}HS^{-1}=\sum_i\varepsilon_i|\psi_i\rangle\langle\psi_i|$. Therefore

$$
K_0=\sum_i[\tfrac12+\lambda(\mu-\varepsilon_i)]\,|\psi_i\rangle\langle\psi_i| .
$$

If $0<\lambda\le1/(2\max_i|\varepsilon_i-\mu|)$, all eigenvalues lie in $[0,1]$. Levels below $\mu$ start above $\tfrac12$ and go to 1; levels above $\mu$ go to 0. Each step keeps the $\psi_i$ and changes only their coefficients, so in exact arithmetic no filled–empty mixing arises. A small error that does mix a filled level $i$ with an empty level $j$ in $K_0$, from rounding or truncation, is not merely kept. To first order each step multiplies it by $[p(f_i)-p(f_j)]/(f_i-f_j)$, and the product over all steps is $1/[\lambda(\varepsilon_j-\varepsilon_i)]$, about 134 for the band edges of the model below. The start does need $S^{-1}$, a value of $\mu$ in the gap, and bounds on the spectrum.

## A model crystal

The example is a one-dimensional crystal with round parameters. The cell is 8 bohr long, with Gaussian wells of depth 2.0 and 1.5 Ha and width 0.7 bohr at $\mp2$ bohr. Each well carries a normalized even projector with $q=0.4$ and an odd one with $q=-0.2$, both of width 0.5 bohr (a width $w$ means the factor $e^{-x^2/2w^2}$). Besides the kinetic energy and the wells, $H$ contains the nonlocal term $\sum_i D_i|\beta_i\rangle\langle\beta_i|$, with $D=-0.3$ Ha for the even projectors and $+0.1$ Ha for the odd ones. There are 25 plane waves, eight $k$-points and two filled bands in one spin channel. The smallest eigenvalue of $S$ is 0.80, so the positivity condition holds.

The filled bands end at $-0.796$ Ha and the empty ones begin at $-0.081$ Ha. The gap is 0.715 Ha, and $\mu=-0.439$ Ha is its middle. The numerical check first obtains $K$ without choosing orbitals, from

$$
K=\frac1{2\pi i}\oint(zS-H)^{-1}dz ,\qquad
(zS-H)^{-1}=\sum_i\frac{|\psi_i\rangle\langle\psi_i|}{z-\varepsilon_i} ,
$$

with a counterclockwise contour around the filled levels. The second formula follows from $zS-H=\sum_i(z-\varepsilon_i)S|\psi_i\rangle\langle\psi_i|S$, and each filled level contributes residue $|\psi_i\rangle\langle\psi_i|$. This $K$ satisfies $KSK=K$ to rounding error, while the Frobenius norm of $K^2-K$ reaches 0.27 (its largest eigenvalue in magnitude is 0.19).

Integration in real space gives the charge per cell:

$$
1.503+0.497=2.000 .
$$

The first number is the soft charge and the second the augmentation charge. Comparing $\mathrm{Tr}\,K$ with 2 would suggest that a quarter of the electrons were missing.

At $kT=0.1$ Ha, with $\mu$ fixed, the idempotency loss is 0.045 per cell. At 0.05 Ha it is 0.0011. Both agree with $kT\,\partial N/\partial\mu$ from finite differences.

**From the Hamiltonian to $K$.** The level farthest from $\mu$ sets $\lambda=0.01044\ \mathrm{Ha}^{-1}$. The two band edges, half a gap from $\mu$, start at

$$
\tfrac12\pm0.01044\times\tfrac{0.715}2=\tfrac12\pm0.0037 .
$$

While $\delta$ is small it grows by a factor $\tfrac32$ per step. Reaching $\delta\approx0.3$ takes about $\ln(0.3/0.0037)/\ln1.5\approx11$ steps, after which quadratic convergence soon takes over. The run shows this:

| Step | Mean $\mathrm{Tr}(KS)$ | Largest $\sqrt\Omega$ |
|---:|---:|---:|
| 0 | 8.381 | 1.06 |
| 8 | 2.241 | 0.49 |
| 10 | 1.956 | 0.34 |
| 12 | 1.964 | 0.14 |
| 14 | 1.998 | $5.2\times10^{-3}$ |
| 16 | 2.000 | $7\times10^{-9}$ |

The electron number falls below 2 before it settles. At that stage the filled levels lack more charge than the empty levels still hold. By step 18 the distance to the contour result is about $10^{-14}$. The slow part is set by the starting offset $\lambda|\varepsilon-\mu|$ of the band edge nearest to $\mu$: a smaller gap, a higher plane-wave cutoff, or a $\mu$ placed close to one band edge brings that edge closer to $\tfrac12$ at the start.

**Leaving the convergence interval.** At $k=0$, four levels were given the occupations 1.36, 0.51, 0.49 and $-0.36$, and the rest zero. Purification ends with $N=2$. Replacing 1.36 by 1.37 gives $N=1$, because

$$
p(1.36)=0.518,\qquad p(1.37)=0.488 ,
$$

and the second value lies below $\tfrac12$. The result is idempotent in both cases, so a small $\Omega$ does not certify the electron number.

**Idempotent but not the ground state.** A random Hermitian error $D$, scaled so that the largest eigenvalue of $DS$ is 0.1 in magnitude, was added to the correct $K$ at $k=0$, giving $\mathrm{Tr}(KS)=2.005$ and $\sqrt\Omega=0.24$. After ten steps $\mathrm{Tr}(KS)=2.000$ and $\Omega$ vanishes to rounding error. Yet $\mathrm{Tr}(KH)$ lies 0.113 Ha above its ground-state value, and the Frobenius norm of $HKS-SKH$ is 2.9 Ha. These two values belong to this draw; other random errors of the same size give about 0.08 to 0.15 Ha and 2.5 to 3.5 Ha. The trace and the idempotency error both look right here; the commutation condition reveals the remaining fault.

## Numbers as computed

```
cell length 8.0 bohr; well centres (-2.0, 2.0) bohr
well depths (2.0, 1.5) Ha; well width 0.7 bohr
projector width 0.5 bohr
q (even, odd) [ 0.4 -0.2]; D (even, odd) [-0.3  0.1] Ha
plane waves 25; k-points 8; filled bands 2
smallest eigenvalue of S: 0.80000
top of filled bands: -0.79628 Ha
bottom of empty bands: -0.08122 Ha
gap: 0.71506 Ha; mu: -0.43875 Ha
soft charge Tr K: 1.502794 electrons per cell
augmentation charge: 0.497206 electrons per cell
total charge: 2.000000 electrons per cell
largest norm of KSK-K: 6.4e-16; of KK-K: 0.26508
Tr(KS) after one step without S: 2.249708
kT 0.1 Ha: Tr[(K-KSK)S] 4.521093e-02, kT dN/dmu 4.521094e-02
kT 0.05 Ha: Tr[(K-KSK)S] 1.103676e-03, kT dN/dmu 1.103677e-03
cubic coefficients, powers 0 to 3: [ 0.  0.  3. -2.]
slope of Omega: difference 0.20211911, formula 0.20211911
upper edge of convergence interval: 1.366025
first occupation 1.36: final Tr(KS) 2.000000
first occupation 1.37: final Tr(KS) 1.000000
trial at k=0 before: Tr(KS) 2.004768, sqrt(Omega) 0.242632
trial after 10 steps: Tr(KS) 2.000000, sqrt(Omega) 1.8e-16
trial energy above ground state: 0.112592 Ha
trial norm of HKS-SKH: 2.860673 Ha
lambda in linear start: 0.010444 1/Ha
step, mean Tr(KS), largest sqrt(Omega), largest distance to K
 0    8.380906   1.06e+00   1.83e+00
 2    6.072060   8.90e-01   1.51e+00
 4    4.205572   7.33e-01   1.22e+00
 6    2.957909   6.03e-01   9.51e-01
 8    2.241345   4.87e-01   6.95e-01
10    1.955670   3.40e-01   4.18e-01
12    1.963662   1.43e-01   1.50e-01
14    1.998151   5.24e-03   4.90e-03
16    2.000000   7.25e-09   6.75e-09
18    2.000000   3.90e-16   1.50e-14
20    2.000000   3.45e-16   1.50e-14
22    2.000000   4.30e-16   1.51e-14
24    2.000000   2.99e-16   1.49e-14
26    2.000000   2.95e-16   1.49e-14
```
